\section*{Real Solid Harmonics and Gradients by Cartesian Recursion}

\section{A case that can be seen through}

The function $f=xz$ is, up to a constant, a real solid harmonic of degree two. Its gradient is $(z,0,x)$, which on the positive $z$ axis at height $r$ equals $(r,0,0)$. In polar coordinates $f=r^2\sin\theta\cos\theta\cos\phi$, and the two tangential components of the gradient are
\begin{align*}
\frac1r\partial_\theta f&=r\cos2\theta\cos\phi,\\
\frac1{r\sin\theta}\partial_\phi f&=-\frac{r\sin\theta\cos\theta\sin\phi}{\sin\theta}.
\end{align*}
The second is $0/0$ at $\theta=0$. Its limit is $-r\sin\phi$, and both limits depend on the angle $\phi$, which has no meaning on the axis. In the $x$ component they combine to $r\cos^2\phi+r\sin^2\phi=r$, as they must. The singularity belongs to the coordinates, not to the function. The scheme below keeps every harmonic in the form that made $xz$ easy: a polynomial in $x,y,z$, differentiated as a polynomial.

\section{Definitions}

Let $r^2=x^2+y^2+z^2$ and $u=z/r$. The Legendre polynomials are defined by
\begin{equation}
g(u,t)=(1-2ut+t^2)^{-1/2}=\sum_{l\ge0}P_l(u)t^l .\label{gen}
\end{equation}
Expanding in powers of $t(2u-t)$ shows that $P_l$ has degree at most $l$. Since $g(-u,-t)=g(u,t)$, it has the parity of $l$. Write $P_l^{(m)}$ for the $m$-th derivative and define, for $0\le m\le l$,
\begin{equation}
Q_l^m=r^{l-m}P_l^{(m)}(z/r),\qquad C_m+iS_m=(x+iy)^m .
\end{equation}
$P_l^{(m)}$ contains the powers $u^{l-m-2k}$ with $k\ge0$, and each gives $r^{l-m}u^{l-m-2k}=z^{l-m-2k}(r^2)^k$. Thus $Q_l^m$ is a polynomial in $z$ and $r^2$. The real solid harmonics are
\begin{equation}
R_{lm}=N_{lm}Q_l^mC_m,\qquad R_{l,-m}=N_{lm}Q_l^mS_m\ (m>0),
\end{equation}
the first for $m\ge0$, with
\begin{equation}
N_{lm}^2=(2-\delta_{m0})\frac{2l+1}{4\pi}\frac{(l-m)!}{(l+m)!}.\label{norm}
\end{equation}
There is no Condon--Shortley sign, so $R_{11}$ is a positive multiple of $x$. Section~\ref{proofs} shows that these functions satisfy Laplace's equation and are orthonormal on the unit sphere.

\section{Two Legendre identities}

From (\ref{gen}), $\partial_ug=tg^3$ and $\partial_tg=(u-t)g^3$. Hence $t\,\partial_tg=(u-t)\partial_ug$. Also
\[
\partial_t(tg)=g^3[(1-2ut+t^2)+t(u-t)]=(1-ut)g^3,
\]
so $t\,\partial_t(tg)=(1-ut)\partial_ug$. Comparing coefficients of $t^l$ gives $lP_l=uP_l'-P_{l-1}'$ and $lP_{l-1}=P_l'-uP_{l-1}'$. Differentiating $m$ times, where the factor $u$ produces one extra term, gives
\begin{align}
(l-m)P_l^{(m)}&=uP_l^{(m+1)}-P_{l-1}^{(m+1)},\label{A}\\
(l+m)P_{l-1}^{(m)}&=P_l^{(m+1)}-uP_{l-1}^{(m+1)}.\label{B}
\end{align}
Eliminating $P_{l-1}^{(m+1)}$ by adding $-u$ times (\ref{A}) to (\ref{B}) gives
\begin{equation}
(1-u^2)P_l^{(m+1)}=(l+m)P_{l-1}^{(m)}-(l-m)uP_l^{(m)}.\label{D}
\end{equation}

\section{Recursions for the values}

The azimuthal factors follow from multiplying by $x+iy$:
\begin{equation}
C_{m+1}=xC_m-yS_m,\quad S_{m+1}=xS_m+yC_m,
\end{equation}
with $C_0=1$, $S_0=0$.

For the polar factor, insert $P_l^{(m+1)}$ from (\ref{B}) into (\ref{A}):
\[
(l-m)P_l^{(m)}=(l+m)uP_{l-1}^{(m)}-(1-u^2)P_{l-1}^{(m+1)} .
\]
Replace the last term by (\ref{D}) with $l-1$ in place of $l$. The coefficient of $uP_{l-1}^{(m)}$ becomes $(l+m)+(l-1-m)=2l-1$. Multiplication by $r^{l-m}$ then yields
\begin{equation}
(l-m)Q_l^m=(2l-1)zQ_{l-1}^m-(l+m-1)r^2Q_{l-2}^m.\label{three}
\end{equation}
For $m=l-1$ the last term is absent, because $P_{l-2}$ has degree below $m$. The start comes from (\ref{B}) with $l=m$ and $m-1$ derivatives. There $P_{m-1}^{(m)}=0$, so $P_m^{(m)}=(2m-1)P_{m-1}^{(m-1)}$ and $Q_m^m=(2m-1)!!$.

\section{Gradients}

Since $\partial_x(x+iy)^m=m(x+iy)^{m-1}$ and $\partial_y$ gives an extra factor $i$,
\begin{align}
\partial_xC_m&=mC_{m-1},&\partial_yC_m&=-mS_{m-1},\nonumber\\
\partial_xS_m&=mS_{m-1},&\partial_yS_m&=mC_{m-1}.
\end{align}
For $Q_l^m$ use $\partial_xr=x/r$ and $\partial_xu=-zx/r^3=-ux/r^2$. Then, by (\ref{A}),
\begin{align}
\partial_xQ_l^m&=xr^{l-m-2}\bigl[(l-m)P_l^{(m)}-uP_l^{(m+1)}\bigr]\nonumber\\
&=-xr^{l-m-2}P_{l-1}^{(m+1)}=-xQ_{l-1}^{m+1}.\label{dx}
\end{align}
The same holds with $y$ in place of $x$. With $\partial_zr=u$ and $\partial_zu=(1-u^2)/r$,
\begin{align}
\partial_zQ_l^m&=r^{l-m-1}\bigl[(l-m)uP_l^{(m)}+(1-u^2)P_l^{(m+1)}\bigr]\nonumber\\
&=r^{l-m-1}\bigl[P_l^{(m+1)}-uP_{l-1}^{(m+1)}\bigr]\nonumber\\
&=(l+m)Q_{l-1}^m.\label{dz}
\end{align}
The second line uses (\ref{A}) and the third (\ref{B}). The derivation divides by $r$, but both sides of (\ref{dx}) and (\ref{dz}) are polynomials, so the results hold at $r=0$ too.

\section{Absorbing the norm}

In double precision $(2m-1)!!$ overflows at $m=151$. It is better to recur on $H_l^m=N_{lm}Q_l^m$, in which the factorials cancel. From (\ref{norm}),
\begin{align*}
\frac{N_{lm}^2}{N_{l-1,m}^2}&=\frac{(2l+1)(l-m)}{(2l-1)(l+m)},\\
\frac{N_{lm}^2}{N_{l-2,m}^2}&=\frac{(2l+1)(l-m)(l-m-1)}{(2l-3)(l+m)(l+m-1)},\\
\frac{N_{lm}^2}{N_{l-1,m+1}^2}&=\frac{(2l+1)(l-m)(l-m-1)}{(2l-1)(1+\delta_{m0})}.
\end{align*}
The last denominator contains $1+\delta_{m0}$ because $N_{l0}$ lacks the factor $\sqrt2$ carried by $N_{l-1,1}$. Multiplying (\ref{three}), divided by $l-m$, by $N_{lm}$ gives
\begin{equation}
H_l^m=a_{lm}zH_{l-1}^m-b_{lm}r^2H_{l-2}^m,\label{H}
\end{equation}
\begin{equation}
a_{lm}^2=\frac{4l^2-1}{l^2-m^2},\quad
b_{lm}^2=\frac{(2l+1)[(l-1)^2-m^2]}{(2l-3)(l^2-m^2)} .
\end{equation}
Likewise (\ref{dx}) and (\ref{dz}) become
\begin{equation}
\partial_xH_l^m=-x\,e_{lm}H_{l-1}^{m+1},\quad\partial_zH_l^m=d_{lm}H_{l-1}^m,
\end{equation}
\begin{equation}
d_{lm}^2=\frac{(2l+1)(l^2-m^2)}{2l-1},\quad e_{lm}^2=\frac{N_{lm}^2}{N_{l-1,m+1}^2}.
\end{equation}
All roots are taken non-negative. For $m\ge l-1$, where $N_{l-1,m+1}$ is not defined and $H_{l-1}^{m+1}=0$, the closed form of the ratio is used and gives $e_{lm}=0$. The start is $H_0^0=1/\sqrt{4\pi}$, and
\begin{equation}
H_m^m=\sqrt{\kappa_m\frac{2m+1}{2m}}\;H_{m-1}^{m-1},
\end{equation}
where $\kappa_1=2$ and $\kappa_m=1$ for $m>1$. This follows from $N_{mm}^2\propto(2m+1)/(2m)!$ and the factor $2m-1$ gained by $Q_m^m$; $\kappa_1$ is the factor $2-\delta_{m0}$ switching on.

\section{Pseudocode and cost}

The tables \texttt{a,b,d,e} and the starting values \texttt{h[m]}$=H_m^m$ are computed once for a given maximum degree $L$. Entries of \texttt{H} with $m>l$ are zero.
\begin{verbatim}
r2 = x*x + y*y + z*z;  C[0] = 1;  S[0] = 0
for m = 0 .. L-1:
  C[m+1] = x*C[m] - y*S[m]
  S[m+1] = x*S[m] + y*C[m]
H[0,0] = h[0];  R[0,0] = h[0];  grad R[0,0] = 0
for l = 1 .. L:
  for m = 0 .. l-1:
    H[l,m] = a[l,m]*z*H[l-1,m]
    if m < l-1: H[l,m] -= b[l,m]*r2*H[l-2,m]
  H[l,l] = h[l]
  for m = 0 .. l:
    t = e[l,m]*H[l-1,m+1];  w = d[l,m]*H[l-1,m]
    X = x*t;  Y = y*t
    if m = 0:
      R[l,0] = H[l,0];  grad R[l,0] = (-X, -Y, w)
    else:
      k = m*H[l,m]
      R[l, m] = H[l,m]*C[m]
      R[l,-m] = H[l,m]*S[m]
      grad R[l, m] = ( k*C[m-1] - X*C[m],
                      -k*S[m-1] - Y*C[m], w*C[m])
      grad R[l,-m] = ( k*S[m-1] - X*S[m],
                       k*C[m-1] - Y*S[m], w*S[m])
\end{verbatim}
There is no division and no trigonometric function. Row $l$ reads rows $l-1$ and $l-2$, so three rows of \texttt{H} suffice.

The multiplications are counted as follows. The square $r^2$ takes 3 and the azimuthal loop $4L$. The recursion takes four for each of the $L(L-1)/2$ pairs with $m\le l-2$, and two for each $m=l-1$. The $m=0$ gradients take $4L$. Each of the $L(L+1)/2$ pairs with $m\ge1$ takes 17: five for $t,w,X,Y,k$, two for values and ten for gradients. In total
\begin{align}
M&=3+4L+2L(L-1)+2L+4L+\tfrac{17}{2}L(L+1)\nonumber\\
&=\tfrac{21}{2}L^2+\tfrac{33}{2}L+3 .
\end{align}
This includes some products with zero or one, which could be skipped. An instrumented run gave 1218 for $L=10$ and 17463 for $L=40$, in agreement. Since there are $(L+1)^2$ harmonics, the cost per harmonic, gradient included, tends to 10.5 multiplications.

\section{Harmonicity, norm and sum rules}\label{proofs}

\textbf{Legendre's equation.} Differentiate (\ref{D}) at $m=0$ and use (\ref{A}): $[(1-u^2)P_l']'=-l(uP_l'-P_{l-1}')-lP_l=-l(l+1)P_l$. After $m$ further derivatives,
\begin{equation}
(1-u^2)P_l^{(m+2)}-2(m+1)uP_l^{(m+1)}+(l-m)(l+m+1)P_l^{(m)}=0.\label{leg}
\end{equation}

\textbf{Laplace's equation.} $C_m$ is harmonic in the plane and homogeneous of degree $m$, so (\ref{dx}) gives $2\nabla Q_l^m\cdot\nabla C_m=-2mQ_{l-1}^{m+1}C_m$. Applying (\ref{dx}) and (\ref{dz}) twice,
\[
\nabla^2Q_l^m=-2Q_{l-1}^{m+1}+(x^2+y^2)Q_{l-2}^{m+2}+(l+m)(l+m-1)Q_{l-2}^m .
\]
Put $n=l-2$ and $x^2+y^2=r^2(1-u^2)$. Then $\nabla^2(Q_l^mC_m)$ equals $r^{l-m-2}C_m$ times
\[
(1-u^2)P_n^{(m+2)}-2(m+1)P_{n+1}^{(m+1)}+(l+m)(l+m-1)P_n^{(m)} .
\]
By (\ref{B}), $P_{n+1}^{(m+1)}=uP_n^{(m+1)}+(l+m-1)P_n^{(m)}$. The coefficient of $P_n^{(m)}$ becomes $(l+m-1)(l-m-2)=(n-m)(n+m+1)$, and the sum vanishes by (\ref{leg}). The argument for $S_m$ is the same.

\textbf{Norm.} On the unit sphere $C_m=\sin^m\theta\cos m\phi$ and $S_m=\sin^m\theta\sin m\phi$. The $\phi$ integral separates different azimuthal factors and gives $2\pi$ for $m=0$, $\pi$ otherwise. There remains $I_m=\int_{-1}^1(1-u^2)^mP_l^{(m)}P_k^{(m)}du$. Integrating by parts and using (\ref{leg}) with $m-1$ in place of $m$ gives $I_m=(l+m)(l-m+1)I_{m-1}$. Legendre's equation makes $I_0$ vanish for $l\ne k$, since $[l(l+1)-k(k+1)]I_0=0$ after two integrations by parts. For $l=k$, the integral $\int g^2du=t^{-1}\ln[(1+t)/(1-t)]=\sum_l2t^{2l}/(2l+1)$ gives $I_0=2/(2l+1)$. Hence $I_m=\frac{2}{2l+1}\frac{(l+m)!}{(l-m)!}$, which confirms (\ref{norm}).

\textbf{Addition theorem.} Laplace's equation fixes a homogeneous polynomial of degree $l$ from its terms of order $z^0$ and $z^1$, which have $(l+1)+l$ coefficients. The $2l+1$ functions $R_{lm}$ therefore span all harmonic polynomials of degree $l$, and a rotation mixes them by an orthogonal matrix. So $\sum_mR_{lm}(\mathbf s)R_{lm}(\mathbf s')$ is unchanged when both vectors are rotated. With $\mathbf s'$ on the $z$ axis the term $m=0$ alone survives. With $\gamma$ the angle between the vectors,
\begin{equation}
\sum_mR_{lm}(\mathbf s)R_{lm}(\mathbf s')=\frac{2l+1}{4\pi}(ss')^lP_l(\cos\gamma).\label{add}
\end{equation}
Setting $\mathbf s=\mathbf s'=\mathbf r$ gives $\sum_mR_{lm}^2=(2l+1)r^{2l}/4\pi$. Apply $\nabla^2$: the left side becomes $2\sum_m|\nabla R_{lm}|^2$, since each $R_{lm}$ is harmonic, and $\nabla^2r^{2l}=2l(2l+1)r^{2l-2}$. Thus
\begin{equation}
\sum_m|\nabla R_{lm}|^2=\frac{l(2l+1)^2}{4\pi}r^{2l-2}.
\end{equation}

\section{Poles, origin and accuracy}

At $(0,0,1)$ all $C_m,S_m$ with $m\ge1$ vanish. Two kinds of gradient survive: the $z$ component for $m=0$, and the terms with $C_0=1$ for $m=\pm1$. Since $g(1,t)=1/(1-t)$, $P_l(1)=1$, and (\ref{leg}) at $u=1$ gives $P_l'(1)=l(l+1)/2$. Therefore
\begin{align}
\partial_zR_{l0}&=l\sqrt{\frac{2l+1}{4\pi}},\\
\partial_xR_{l1}=\partial_yR_{l,-1}&=\sqrt{\frac{(2l+1)l(l+1)}{8\pi}} .
\end{align}
For $l=4$ these are 3.385 and 2.676. Code that avoids $0/0$ by setting the tangential gradient to zero at the pole is wrong by the second amount for $m=\pm1$.

A descriptor may need $Y_{lm}(\mathbf n)=r^{-l}R_{lm}(\mathbf r)$, with $\mathbf n=\mathbf r/r$. The product rule and homogeneity give
\begin{equation}
\nabla Y_{lm}=\frac{\nabla R_{lm}(\mathbf n)-l\,\mathbf n\,R_{lm}(\mathbf n)}{r}.
\end{equation}
This is regular at the poles, but for $l>0$ it grows as $1/r$ toward the origin along every direction in which the numerator does not vanish (on the $z$ axis, for $m=\pm1$ only), and $Y_{lm}$ has no limit there. That singularity is real, and no recursion removes it.

Near the pole one form of the angle derivative, (\ref{D}) at $m=0$ divided by $-\sin\theta$, is $dP_l/d\theta=l(uP_l-P_{l-1})/\sin\theta$. Its numerator is of order $\theta^2$ but is a difference of numbers near one. With rounding unit $\epsilon\approx10^{-16}$, its relative error is of order $\epsilon/\theta^2$, as is that of $1-u^2$ if $\sin\theta$ is computed as $\sqrt{1-u^2}$. For $\partial_xR_{40}$ the largest relative errors found were $3.5\times10^{-12}$, $4.9\times10^{-8}$ and $2.1\times10^{-4}$ for $\theta$ starting at $10^{-2}$, $10^{-4}$ and $10^{-6}$, which follows this law. The recursion stayed below $10^{-15}$. The test computes $\sin\theta$ as $\sqrt{1-u^2}$; at $\theta=10^{-9}$ the cosine rounds to one and the angle formula then divides by zero.

For high degree the two sum rules were tested on the unit sphere up to $l=200$. Their relative errors were at most $2.0\times10^{-13}$ at the pole and $4.0\times10^{-15}$ at the single point $\theta=1.2$, $\phi=0.7$; at other azimuths with the same $\theta$ they reach about $5\times10^{-14}$. Most of that spread belongs to the test point: its rounded coordinates leave $r^2$ off from one by up to $2.5\times10^{-16}$, and the power $r^{2l}$ multiplies this by $l$; with the exact $r$ on the right side the errors stay near $10^{-14}$ or below. Slightly off the pole the errors exceed those at the pole, about $2\times10^{-12}$ at $\theta=10^{-6}$ and $10^{-12}$ at $\theta=10^{-4}$. The cause of the larger errors at and near the pole was not isolated. Good sums do not promise small relative error in one harmonic near its own zero, where the terms of (\ref{H}), or those of the recursion for $C_m$ and $S_m$, can cancel. Since $R_{lm}$ scales as $r^l$, lengths should be divided by a typical neighbour distance. For neighbours near that distance the factor then changes only slowly with $l$. Scaling does not prevent overflow at very high degree: at the pole of the unit sphere the recursion (\ref{H}) for $m=640$ overflows double precision at $l=1477$, in the product $a_{lm}zH_{l-1}^m$, although $R_{lm}$ itself is zero there. The gradients fail earlier, from $l=1463$ on (from $l=1464$ for $m=640$), because they multiply $H$ by further large factors.

\section{Worked example: forces from a descriptor}

Take a central atom at the origin and four neighbours at $\mathbf r_j$, with $\mathbf s_j=\mathbf r_j/a$. A model site energy built from one rotation-invariant descriptor is
\begin{equation}
E=\varepsilon\frac{4\pi}{9}\sum_mA_m^2,\qquad A_m=\sum_je^{-s_j^2/2}R_{4m}(\mathbf s_j).
\end{equation}
The algebra holds in atomic units; the numbers use $a=2.5$~\AA\ and $\varepsilon=0.1$~eV, chosen for illustration. By the chain rule the force on neighbour $j$ is
\begin{equation}
\mathbf F_j=-\frac{8\pi\varepsilon}{9a}e^{-s_j^2/2}\sum_mA_m\bigl[\nabla R_{4m}(\mathbf s_j)-\mathbf s_jR_{4m}(\mathbf s_j)\bigr].\label{force}
\end{equation}

The neighbours are at $(0,0,2.5)$, $(2.5,0,0)$, $(0,2.5,0)$ and $(-2,-1,-1.5)$~\AA. The amplitudes for $m=-4,\dots,4$ are 0.2153, 0.4186, 0.2306, $-0.0863$, 0.6640, $-0.1726$, 0.1729, 0.0761 and 0.6964. Their squares sum to 1.2736, so $E=0.1\times1.3963\times1.2736=0.1778$~eV, or $6.535\times10^{-3}$ hartree.

The first neighbour is on the pole, at $\mathbf s=(0,0,1)$. In the $x$ component of (\ref{force}) the term $m=1$ alone survives:
\[
F_x=-\frac{0.2793}{2.5}\times0.6065\times(-0.1726)\times2.676=0.0313 ,
\]
in eV/\AA, or $6.09\times10^{-4}$ hartree/bohr. The $y$ component uses $A_{-1}$ and is half as large, 0.0156~eV/\AA. Here $A_{\pm1}$ come from the fourth neighbour alone, since $R_{4,\pm1}$ carries a factor $z$ and a factor $x$ or $y$; the ratio is that atom's $x:y=2:1$. The transverse force thus lies along the horizontal direction of the fourth neighbour. It points away from that atom here because $A_1$ has the same sign as its $x$; moving the atom to $z=+1.5$ or $z=-3$~\AA\ reverses the sense. For the $z$ component, $R_{40}=3.385/4=0.846$ and
\[
F_z=-\frac{0.2793}{2.5}\times0.6065\times0.6640\times(3.385-0.846)=-0.114 ,
\]
also in eV/\AA, toward the central atom. Dropping the tangential gradient at the pole would leave $F_z$ intact and lose $F_x$ and $F_y$.

By (\ref{add}) the same energy is $E=\varepsilon\sum_{jk}w_jw_kP_4(\cos\gamma_{jk})$, with $w_j=e^{-s_j^2/2}s_j^4$ and $\gamma_{jk}$ the angle between neighbours $j$ and $k$, a double sum with no harmonics. The numerical check uses that sum to check $E$, and its finite differences agree with all force components to $3.4\times10^{-10}$~eV/\AA. The sum also shows that $E$ depends on lengths and mutual angles alone, so the total torque about the central atom must vanish; the computed one does, to rounding. The central atom takes minus the sum of the neighbour forces, because $E$ depends on relative positions.

\section*{Table of computed values}
\begin{verbatim}
exact polynomial identities verified (l = 1..5): 74
generic, l<=8: scaled error value 1.5e-16, gradient 1.3e-16
north pole, l<=8: scaled error value 3.7e-16, gradient 3.4e-16
south pole, l<=8: scaled error value 1.3e-15, gradient 9.3e-16
direction-only gradient, l<=8: largest error 8.3e-16
orthonormality, l<=6: largest error 4.7e-15
pole of unit sphere, l=4: dR(4,0)/dz = 3.385138
pole of unit sphere, l=4: dR(4,1)/dx = 2.676186
pole of unit sphere, l=4: dR(4,-1)/dy = 2.676186
sum rules l<=200, pole: rel. error 1.6e-13, 2.0e-13
sum rules l<=200, 1e-9 rad off: rel. error 1.4e-13, 1.9e-13
sum rules l<=200, 1.2 rad: rel. error 4.0e-15, 4.0e-15
first m at which (2m-1)!! overflows double precision: 151
L=10: 1218 multiplications, 10.07 per harmonic
L=20: 4533 multiplications, 10.28 per harmonic
L=40: 17463 multiplications, 10.39 per harmonic
theta 1e-02 to 2e-02 rad: rel. error angle 3.5e-12, Cartesian 5.6e-16
theta 1e-04 to 2e-04 rad: rel. error angle 4.9e-08, Cartesian 4.4e-16
theta 1e-06 to 2e-06 rad: rel. error angle 2.1e-04, Cartesian 4.4e-16
angle formula divides by zero at theta = 1e-9 rad: True
example: a = 2.5 angstrom, eps = 0.1 eV
A(m=-4) = +0.215288
A(m=-3) = +0.418638
A(m=-2) = +0.230552
A(m=-1) = -0.086307
A(m=+0) = +0.664007
A(m=+1) = -0.172615
A(m=+2) = +0.172914
A(m=+3) = +0.076116
A(m=+4) = +0.696385
atom 1 at (0.0, 0.0, 2.5) angstrom: F = (+0.031297, +0.015649, -0.114214) eV/angstrom
atom 2 at (2.5, 0.0, 0.0) angstrom: F = (-0.114785, -0.021734, -0.032601) eV/angstrom
atom 3 at (0.0, 2.5, 0.0) angstrom: F = (+0.051293, -0.148038, +0.038469) eV/angstrom
atom 4 at (-2.0, -1.0, -1.5) angstrom: F = (+0.090703, -0.045932, -0.011845) eV/angstrom
central atom: F = (-0.058508, +0.200055, +0.120191) eV/angstrom
energy = 0.177822 eV = 6.534838e-03 hartree
atom 1 F_x = 0.031297 eV/angstrom = 6.086322e-04 hartree/bohr
largest force error against differences: 3.4e-10 eV/angstrom
largest torque component: 5.6e-17 eV
\end{verbatim}
